Trapped electrons and the cathode field of a low-k film

**Question**

A uniform insulating film fills the space between two parallel metal plates. The cathode is at x = 0 and potential zero; the anode is at x = d and potential V, which the supply holds fixed. The film has static permittivity ε = ε_r ε₀. Electrons are trapped in a thin sheet at x = a, with N electrons per unit area. Treat the sheet as laterally uniform, its charge as static and the plates as ideal conductors. Let e be the positive elementary charge and define

F = dφ/dx,

where φ is the potential. A positive F drives electrons from the cathode towards the anode. The ordinary electric field component is E = −F.

Numerical parts refer to a porous organosilicate film with ε_r = 2.5, d = 100 nm and V = 10.0 V at 398.15 K (125 °C), where kT = 0.03431 eV. Use e = 1.6022 × 10⁻¹⁹ C and ε₀ = 8.8542 × 10⁻¹² F/m.

**(a) Find the field on each side of the sheet in terms of V, d, a, N and ε.**

*Answer.* There is no charge between a plate and the sheet, so F is constant in each region. Call the two values F_c (cathode side) and F_a (anode side). Gauss's law for a flat box enclosing unit area of the sheet, whose charge is −eN, reads

ε[E(a⁺) − E(a⁻)] = −eN.

Putting E = −F and dividing by −ε gives

F_a − F_c = eN/ε.  (1)

The field is therefore weaker on the cathode side. The second condition is the fixed voltage, which is the integral of F across the film:

V = F_c a + F_a (d − a).  (2)

Replace F_a in (2) by F_c + eN/ε from (1):

V = F_c a + F_c (d − a) + (eN/ε)(d − a)
 = F_c d + (eN/ε)(d − a).

Division by d and rearrangement give

F_c = V/d − (eN/ε)(1 − a/d).  (3)

Adding eN/ε gives the other field:

F_a = V/d + (eN/ε)(a/d).  (4)

Without the sheet both fields would be V/d. The trapped electrons repel electrons at the cathode, which lowers F there, and they add to the pull towards the anode on the far side.

**(b) Show that 10¹² trapped electrons per cm² midway through the film reduce the cathode field by 0.36 MV/cm. Find both fields in the 100 nm film, and the lowest voltage at which the cathode field still favours emission.**

*Answer.* By (3), the reduction at the same voltage is

δF = V/d − F_c = (eN/ε)(1 − a/d).  (5)

For a = d/2 the bracket is 1/2, so δF = eN/(2ε). Neither V nor d remains. In centimetre units,

eN = (1.6022 × 10⁻¹⁹ C)(10¹² cm⁻²) = 1.602 × 10⁻⁷ C/cm²,

ε = 2.5 × 8.8542 × 10⁻¹⁴ F/cm = 2.2136 × 10⁻¹³ F/cm.

Their quotient is the whole step across the sheet:

eN/ε = 7.238 × 10⁵ V/cm = 0.7238 MV/cm.

Half of this is

δF = 0.3619 MV/cm ≈ 0.36 MV/cm,

as required. The factor 1/2 comes from the fixed voltage: the step must be shared so that the average field stays at V/d, and a sheet at the middle shares it equally.

In the example V/d = 10.0 V / 100 nm = 1.000 MV/cm. Hence

F_c = 1.000 − 0.362 = 0.638 MV/cm,
F_a = 1.000 + 0.362 = 1.362 MV/cm.

Their average over two equal halves is again 1.000 MV/cm.

The cathode field is positive if V/d exceeds 0.362 MV/cm, which for this film means V > 3.62 V. Below that voltage (3) still gives the electrostatic field, but F_c is negative and pushes emitted electrons back to the cathode. The emission law of part (e) then no longer applies.

**(c) The trapped electrons are now spread through the film with density n(x), the total per unit area still being N. Find the reduction of the field at the cathode surface. Discuss the limits of a sheet near either plate, and the effect of a 10 nm error in position.**

*Answer.* Poisson's equation is linear, so the effects of thin slices add. The applied voltage is counted once, and each slice is treated with both plates at zero potential. A slice between x and x + dx contains n(x) dx electrons per unit area and by (5) contributes

(e/ε)(1 − x/d) n(x) dx.

Integration over the film gives

δF = (e/ε)[∫n dx − (1/d)∫x n dx].

The first integral is N. The second is N⟨x⟩, where ⟨x⟩ is the mean distance of the trapped electrons from the cathode. Thus

δF = (eN/ε)(1 − ⟨x⟩/d).  (6)

At fixed N, only the centroid matters for the field at the cathode surface. A uniform filling of the film has ⟨x⟩ = d/2 and gives the same 0.36 MV/cm as the central sheet.

As a sheet approaches the anode, its effect on the cathode field goes to zero. As it approaches the cathode, the reduction tends to the whole step, 0.72 MV/cm, but the region of reduced field shrinks at the same time. An emitted electron must pass a barrier whose top lies a small distance inside the film, so for emission over the barrier the reduced field sets the barrier height only while the sheet lies beyond that top, about 2.5 nm from the cathode for the image force of part (e). This limit describes the lateral average only. The trapped electrons are about 10 nm apart, so within a few nanometres of the cathode the local field varies from place to place by an amount comparable to the reduction itself (see part (f)(i)).

A centroid shift of 10 nm changes the reduction by

0.7238 × (10/100) = 0.072 MV/cm,

which is 20% of the midfilm value. A shift towards the cathode increases the reduction.

**(d) By how much must the voltage be raised to restore the original cathode field, with the trapped charge unchanged? What would happen to the cathode field if the charge on the cathode, instead of the voltage, were held fixed while the electrons were put in place?**

*Answer.* By (3), an increase ΔV raises F_c by ΔV/d. This must equal δF, so

ΔV = d δF = eN(d − a)/ε.  (7)

For the central sheet,

ΔV = 0.3619 MV/cm × 100 nm = 3.62 V.

Unlike the field reduction, this voltage is proportional to d when the sheet stays at the middle. If the current depends on the cathode field alone, ΔV is also the shift of the current–voltage curve at constant current. The price is a higher field elsewhere: at 13.62 V the cathode side is back at 1.000 MV/cm, but the anode side is at 1.000 + 0.724 = 1.724 MV/cm.

For the second case, apply Gauss's law at the cathode surface. Its charge per unit area is

σ_c = εE(0⁺) = −εF_c.

If σ_c is fixed, F_c is fixed too, and the trapped electrons do not change it. The plate voltage rises instead, by the same amount (7). At fixed voltage, the negative charge on the cathode ends up smaller in magnitude by ε δF = eN(1 − a/d) per unit area, wherever the trapped electrons came from. By Gauss's law, this smaller charge corresponds to the weaker cathode field.

**(e) An electron leaving the cathode meets a barrier of height Φ_B, modified by the field and by its image in the metal. The image force involves the optical permittivity ε_opt = 1.9 ε₀, a rough value. Derive the barrier lowering. Then use the Schottky law**

J = A T² exp[−(Φ_B − ΔΦ)/kT]

**to find how the trapped sheet changes the emission current at fixed voltage and temperature.**

*Answer.* An electron at distance x from the metal is attracted by an image charge at distance 2x. The force has magnitude

e²/[4πε_opt(2x)²] = e²/(16πε_opt x²),

and the corresponding potential energy, zero far away, is −e²/(16πε_opt x). With the field term, the barrier is

U(x) = Φ_B − eFx − e²/(16πε_opt x).

At its top the derivative vanishes:

−eF + e²/(16πε_opt x²) = 0,

x_m = √[e/(16πε_opt F)].

The second derivative, −e²/(8πε_opt x³), is negative, so this is a maximum. At x_m the two lowering terms are equal, by the condition just used. Their sum is therefore

ΔΦ = 2eF x_m = √[4e²F² × e/(16πε_opt F)]
 = √[e³F/(4πε_opt)].  (8)

For F_c = 0.638 MV/cm the top is at x_m = 1.72 nm. This is far closer to the cathode than the sheet at 50 nm, so the uniform field F_c may be used in U(x) around the top.

Without trapped charge, F = 1.000 × 10⁸ V/m, and (8) gives

ΔΦ₀ = 0.2753 eV.

With trapped charge the field is smaller by the factor 0.638, and the lowering by its square root:

ΔΦ₁ = 0.2753 × √0.638 = 0.2199 eV.

The same A, T and Φ_B appear in both currents and cancel from their ratio:

J₁/J₀ = exp[(ΔΦ₁ − ΔΦ₀)/kT]
 = exp[−0.0554/0.03431] = 0.199.

The Schottky current falls to about one fifth. A field reduction of 36% has this large an effect because the change in barrier height, though small beside Φ_B, is 1.6 times kT.

**(f) Assess how far the estimates depend on (i) the discreteness of the trapped electrons, (ii) tunnelling, (iii) the permittivity used in the image force, and (iv) the margin to breakdown. Then compare the model with a real film.**

*Answer.*

(i) *Discrete electrons.* The typical lateral spacing is N^(−1/2) = 10 nm, so the cathode field varies from place to place. One trapped electron has images in both plates. Those of its own sign, together with the electron itself, lie at s_j = a + 2jd for every integer j, and those of opposite sign lie at −s_j. Each pair at ±s_j gives equal normal fields at the cathode. At lateral distance r, the electron therefore lowers the cathode field by

f(r) = (e/2πε) Σ_j s_j/(r² + s_j²)^(3/2).

If the electrons are placed independently at random, the number in a ring of area 2πr dr has a variance equal to its mean, N 2πr dr. The variance of the field is then

σ_F² = N ∫₀^∞ f(r)² 2πr dr.

Numerical summation and integration give σ_F = 0.024 MV/cm, about 7% of the mean reduction.

The effect on the current follows from g(F) = ΔΦ/kT. Since ΔΦ varies as √F,

g′ = ΔΦ/(2F kT) = 0.2199/(2 × 0.638 × 0.03431) = 5.0 per MV/cm.

The local current thus varies by about 5.0 × 0.024 = 12% (rms). In the average the first-order term cancels. The second-order term is ½σ_F²(g′² + g″) with g″ = −g′/(2F), and it raises the mean current by only 0.6%. These small values belong to the central sheet. Closer to the cathode σ_F grows roughly as 1/a: it is 0.14 MV/cm at a = 10 nm, where the mean current is raised by roughly 40%, and 0.72 MV/cm at a = 2 nm, where the uniform sheet no longer describes the local field.

(ii) *Tunnelling.* Electrons can also pass through the barrier below its top. To estimate this, take Φ_B = 1.2 eV, a rough value, and let W be the energy of motion normal to the cathode, measured from the Fermi level. Below the top, the WKB transmission is

D = 1/(1 + e^S), S = (2/ħ)∫√[2m(U − W)] dx,

with the integral taken between the points where U = W. Above the top, S is continued using a parabola fitted to the top. The current is proportional to

∫ D(W) ln[1 + exp(−W/kT)] dW.

Numerical integration with the free-electron mass gives 1.47 times the Schottky current without trapped charge, and 1.21 times with it. The corrected ratio is

0.199 × 1.21/1.47 = 0.164.

With half the free mass the factors are 2.22 and 1.47, and the ratio is 0.132. In this estimate tunnelling gains more at the higher field, where the barrier is thinner, so including it makes the fall in current steeper. The WKB form leaves out reflection of the electron wave between the metal and the barrier top, which are only 1 to 2 nm apart. For the lighter mass this reflection can cancel most of the gain. With reflection included, simple models of the metal interface give ratios of about 0.16 to 0.20 for the lighter mass and 0.17 to 0.26 for the free mass. The WKB factors are therefore not accurate values, and even the direction of the correction to 0.199 depends on the interface. At the Fermi level the barrier with trapped charge ends at 18.6 nm, still short of the sheet.

(iii) *Image permittivity.* Using the static value 2.5 instead of 1.9 makes both barrier lowerings smaller. The Schottky ratio becomes 0.245 instead of 0.199. Across the cases considered here, the current falls by a factor of about four to eight. The upper end comes from the WKB estimate with the lighter mass, which omits reflection; with reflection included the range is about four to six. The field reduction of 0.36 MV/cm does not depend on this choice, because the sheet is static and (1) contains the static permittivity.

(iv) *Breakdown.* The largest laterally averaged field at 10 V is 1.362 MV/cm, on the anode side; the field close to an individual trapped electron is higher. Against a rough breakdown field of 5 MV/cm this is a fraction of 0.27.

*The real film.* A permittivity near 2.5 is representative of porous organosilicate dielectrics, and 125 °C is a realistic stress temperature. The field of 1 MV/cm belongs to a stress test rather than to low-voltage operation: 1 V across 30 nm gives only 0.33 MV/cm. At that applied field, the same central sheet would slightly reverse the laterally averaged field at the cathode. Because the trapped electrons are discrete, the local field could still favour emission in places.

The model also assumes that the trapped charge is known and static. In a real film electrons may be captured or released during the measurement, which can change N and ⟨x⟩. The reduction is proportional to N: in the example, twice the trapped density at the middle would give 0.72 MV/cm and leave only 0.28 MV/cm at the cathode. Furthermore, the Schottky current ratio applies only if emission at the cathode limits the leakage and electrons pass the barrier top without being scattered back. In an amorphous film such scattering can make the prefactor depend on the field, and the current then falls further. If transport through traps in the film limits the leakage, (3) still describes the field for the given charge, but the factor of five does not describe the current.

Numbers in the example were calculated in double precision.
